# Interface-trap density from high- and low-frequency capacitance

**Q.** You want to measure the capacitance of a gate stack at two frequencies and turn the difference into a density of interface traps. Both numbers contain the dielectric and the semiconductor as well. Why should the traps come out separately?

**A.** Because the traps are the part that changes between the two measurements. To see how, start with the static charge balance. Take a p-type semiconductor under a dielectric stack, with all charges and capacitances per unit area. Let $\psi_s$ be the band bending at the semiconductor surface, positive when the bands bend down. The gate charge $Q_G$ balances the semiconductor charge $Q_s$ and the trap charge $Q_{it}$:

$$Q_G=-(Q_s+Q_{it}).$$

The gate voltage divides between semiconductor and dielectric:

$$V_G=\psi_s+\frac{Q_G}{C_{ox}}.$$

A work-function difference or a fixed charge adds a constant to $V_G$. It drops out of every derivative, so I set it to zero.

**Q.** A high-k stack has at least two layers. What is $C_{ox}$ then?

**A.** It is the series capacitance of the whole stack. If no charge in the stack varies with the signal, the same displacement crosses each layer and the voltage drops add. For layers of thickness $t_j$ and relative permittivity $k_j$,

$$\frac1{C_{ox}}=\sum_j\frac{t_j}{\epsilon_0k_j}.$$

I therefore assume that the responding traps sit at the semiconductor surface, not inside the dielectric. I also assume a laterally uniform interface, no leakage current and no series resistance.

**Q.** Some traps are donor-like and some acceptor-like. Surely their charges respond with opposite signs.

**A.** Their charges differ, but their responses do not. With electron occupancy $f$, a donor-like trap carries $+q(1-f)$ and an acceptor-like trap carries $-qf$. Both change by $-q\,\delta f$.

Measure the trap energy $E$ in eV from midgap at the surface. The Fermi level there is, numerically in eV,

$$E_F=\psi_s-\phi_F,$$

where $\phi_F$, in volts, is the depth of the Fermi level below midgap in the neutral bulk. With degeneracy factor one,

$$f=\frac1{1+e^{(E-E_F)/kT}}.$$

Let $D_{it}(E)$ be the number of traps per area and per eV. Up to a constant, $Q_{it}=-q\int D_{it}f\,dE$. Since $f$ depends on $E-E_F$, and $E_F$ rises one for one with $\psi_s$, we have $\partial f/\partial\psi_s=-\partial f/\partial E$. Hence

$$C_{it}\equiv-\frac{dQ_{it}}{d\psi_s}=q\int D_{it}(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

This is positive: raising $\psi_s$ fills traps and makes their charge more negative.

**Q.** That is an integral over energy, not the density at one energy.

**A.** The weight $-\partial f/\partial E$ is even about $E_F$, has unit area and is a few $kT$ wide. Expand $D_{it}$ about $E_F$. The linear term integrates to zero, and the mean square of $E-E_F$ under this weight is $\pi^2(kT)^2/3$. The quadratic term $\tfrac12D_{it}''(E-E_F)^2$ therefore gives

$$\frac{C_{it}}q= D_{it}(E_F)+\frac{\pi^2}{6}(kT)^2D_{it}''(E_F)+\dots$$

If the density varies slowly over $kT$, and $E_F$ is many $kT$ from the ends of the trap distribution, then $D_{it}\simeq C_{it}/q$. Here $q$ is the elementary charge in coulombs and $D_{it}$ is per eV. For a density per joule, divide by $q^2$ instead.

**Q.** Fine. Apply the slow signal.

**A.** "Slow" means that the traps stay in equilibrium with the instantaneous $\psi_s$. Define $C_s=-dQ_s/d\psi_s$ and suppose for now that minority carriers contribute negligibly to it. Then

$$\delta Q_G=(C_s+C_{it})\,\delta\psi_s,\qquad \delta V_G=\delta\psi_s+\frac{\delta Q_G}{C_{ox}} .$$

Divide the second relation by $\delta Q_G$ and insert the first:

$$\frac1{C_{LF}}=\frac{\delta V_G}{\delta Q_G}=\frac1{C_s+C_{it}}+\frac1{C_{ox}} .$$

The traps are in parallel with the semiconductor, because both charges respond to the same $\psi_s$. The dielectric is in series with the pair.

**Q.** And at high frequency you delete the traps. But they still hold charge, and that charge shifts the curve along the voltage axis. So $C_s$ should be different.

**A.** The traps miss the signal but not the dc bias. I assume that the bias is changed slowly enough for their mean occupancy to reach equilibrium in both measurements. The dc equations are then the same in both cases, and they have one solution, because

$$\frac{dV_G}{d\psi_s}=1+\frac{C_s+C_{it}}{C_{ox}}>0 .$$

Equal $V_G$ thus means equal $\psi_s$ and equal $C_s$. The shift you mention is present in both curves. For the fast signal $\delta Q_{it}=0$, so $\delta Q_G=C_s\,\delta\psi_s$ and

$$\frac1{C_{HF}}=\frac1{C_s}+\frac1{C_{ox}} .$$

If the bias were swept too fast for the traps, this step would fail.

**Q.** Then $C_s$ can be eliminated without knowing the doping.

**A.** Yes. Solve each relation for the part behind the dielectric:

$$C_s+C_{it}=\left(\frac1{C_{LF}}-\frac1{C_{ox}}\right)^{-1},\qquad C_s=\left(\frac1{C_{HF}}-\frac1{C_{ox}}\right)^{-1}.$$

Subtracting gives

$$\boxed{D_{it}=\frac1q\left[\left(\frac1{C_{LF}}-\frac1{C_{ox}}\right)^{-1}-\left(\frac1{C_{HF}}-\frac1{C_{ox}}\right)^{-1}\right]}$$

**Q.** Why not simply subtract the two measured capacitances?

**A.** Write each inverse as $C/(1-C/C_{ox})$ and use a common denominator. The numerator is

$$C_{LF}\left(1-\frac{C_{HF}}{C_{ox}}\right)-C_{HF}\left(1-\frac{C_{LF}}{C_{ox}}\right)=C_{LF}-C_{HF},$$

since the product terms cancel. Therefore

$$C_{it}=\frac{C_{LF}-C_{HF}}{(1-C_{LF}/C_{ox})(1-C_{HF}/C_{ox})} .$$

Plain subtraction is the limit in which both measured capacitances are far below $C_{ox}$. Otherwise it gives too little, because part of the signal voltage drops across the dielectric. In the opposite limit of very large $C_{it}$, $C_{LF}$ approaches $C_{ox}$, the first bracket approaches zero, and small measuring errors are strongly magnified.

**Q.** Show me a case in which the answer is known beforehand.

**A.** Take a model semiconductor at 300 K with relative permittivity 12, gap 1.1 eV, intrinsic density $10^{10}$ cm$^{-3}$ and acceptor density $N_A=10^{17}$ cm$^{-3}$. The stack is 1 nm of permittivity 4 under 4 nm of permittivity 20, so

$$C_{ox}=\frac{\epsilon_0}{(1/4+4/20)\ \text{nm}}=1.968\ \mu\text{F/cm}^2 .$$

The trap density put in is $D_{it}=10^{12}[1+(E/0.2\ \text{eV})^2]$ cm$^{-2}$ eV$^{-1}$ throughout the gap, neutral when filled up to midgap.

Both capacitances are computed as changes of gate charge with gate voltage, with the traps free to refill or held fixed. At $V_G=0.4$ V this gives, in $\mu$F/cm$^2$, $C_{LF}=0.2951$ and $C_{HF}=0.1493$. Their difference is 0.1459, and the two brackets are 0.8500 and 0.9241:

$$C_{it}=\frac{0.1459}{0.8500\times0.9241}=0.1857\ \mu\text{F/cm}^2 .$$

Division by $q=1.602\times10^{-19}$ C gives $D_{it}=1.159\times10^{12}$ cm$^{-2}$ eV$^{-1}$, or $7.23\times10^{30}$ cm$^{-2}$ J$^{-1}$. Plain subtraction would have been 21% below the correct $C_{it}$.

**Q.** The density you put in at the Fermi level is $1.104\times10^{12}$. You are 5% off.

**A.** The difference is the thermal average. Here $D_{it}''=2\times10^{12}/(0.2\ \text{eV})^2$ cm$^{-2}$ eV$^{-1}$, so the correction is

$$\frac{\pi^2}{3}\left(\frac{0.02585}{0.2}\right)^2\times10^{12}=0.055\times10^{12}\ \text{cm}^{-2}\,\text{eV}^{-1}.$$

Added to 1.104, this gives 1.159 in units of $10^{12}$. The formula has returned $C_{it}/q$ correctly; what differs slightly is the density at a single energy.

**Q.** Where did the semiconductor response come from? If it was assumed, the example proves little.

**A.** It follows from Poisson's equation with Boltzmann carriers. Let $u=q\psi/kT$, let $r$ be the squared ratio of intrinsic to acceptor density, and measure depth in units of $L_D=\sqrt{\epsilon_skT/(q^2N_A)}$, with $\epsilon_s$ the semiconductor permittivity. Then

$$u''=1-e^{-u}+r(e^u-1).$$

Multiply by $u'$ and integrate from the neutral bulk, where $u=u'=0$:

$$\tfrac12u'^2=u+e^{-u}-1+r(e^u-u-1).$$

For positive band bending $u$ falls with depth, so the negative root applies. Gauss's law gives $Q_s=\epsilon_s\,d\psi/dx$ at the surface. Without the minority term,

$$Q_s=-\frac{\epsilon_s}{L_D}\frac{kT}{q}\sqrt{2(u_s+e^{-u_s}-1)},\qquad C_s=\frac{\epsilon_s}{L_D}\frac{1-e^{-u_s}}{\sqrt{2(u_s+e^{-u_s}-1)}} .$$

At the worked bias $\psi_s=0.3522$ V, so $u_s=13.6$ and the root is 5.02. With $\epsilon_s/L_D=0.811\ \mu$F/cm$^2$, $C_s$ is $0.811/5.02=0.162\ \mu$F/cm$^2$, the value recovered from $C_{HF}$. A direct numerical solution of Poisson's equation also reproduces $Q_s=-0.1054\ \mu$C/cm$^2$.

**Q.** In an experiment nobody hands you $\psi_s$. How do you know which energy you are probing?

**A.** The low-frequency curve supplies its changes. Differentiate the voltage division along the equilibrium curve:

$$\frac{d\psi_s}{dV_G}=1-\frac1{C_{ox}}\frac{dQ_G}{dV_G}=1-\frac{C_{LF}}{C_{ox}} .$$

Integrating between two biases gives

$$\psi_s(V_2)-\psi_s(V_1)=\int_{V_1}^{V_2}\left(1-\frac{C_{LF}}{C_{ox}}\right)dV_G .$$

From 0.2 to 0.8 V the integral is 0.4976 V, in agreement with the directly computed change. One reference value of $\psi_s$ is still needed, and $\phi_F$ requires the doping. Here $\phi_F=0.4167$ V, so the worked bias probes $E_F=0.3522-0.4167=-0.0645$ eV, just below midgap.

**Q.** You set minority carriers aside. In inversion they follow a slow signal and miss a fast one, just as your traps do.

**A.** Then the formula counts them as traps. Treat the inversion charge $Q_n$ as a sheet at the interface and define $C_n=-dQ_n/d\psi_s$. The slow signal sees $C_s+C_{it}+C_n$, where $C_s$ now means the majority response; the fast signal sees $C_s$. Subtraction returns

$$C_{it}+C_n .$$

The sweep shows this happening. Densities are in $10^{12}$ cm$^{-2}$ eV$^{-1}$, and "average" is the true $C_{it}/q$:

| $V_G$ (V) | $E_F$ (eV) | extracted | average |
|---|---|---|---|
| 0.2 | −0.227 | 2.345 | 2.345 |
| 0.6 | 0.107 | 1.342 | 1.342 |
| 0.8 | 0.270 | 2.885 | 2.883 |
| 1.0 | 0.414 | 5.863 | 5.296 |
| 1.2 | 0.515 | 23.697 | 5.743 |

At 1.0 V the excess is already 11% of the true value. At 1.2 V, $C_n=2.88\ \mu$F/cm$^2$ against $C_{it}=0.92\ \mu$F/cm$^2$, and the extracted density is about four times the true average. These numbers use classical Boltzmann electrons. Quantum confinement in a real inversion layer, left out here, raises the electron levels and moves the charge away from the interface. With silicon masses it can lower $C_n$ at these biases by a factor of two or more, but it does not remove the effect. A steep rise of the extracted density towards the minority band is therefore not, by itself, evidence of traps.

**Q.** At 1.2 V even the true average disagrees with the input density at $E_F$, which is 7.64. Your thermal correction had the other sign.

**A.** The expansion no longer applies there. The Fermi level is 0.035 eV below the band edge, little more than $kT$, and the model has no traps beyond the edge. Part of the thermal weight falls where the density is zero, which lowers the average.

**Q.** Back to depletion. No instrument has infinite frequency. How high is "high"?

**A.** That needs a model of the trap kinetics. Suppose that at a given bias the trap charge relaxes with a single time $\tau$ towards its equilibrium value:

$$\frac{dQ_{it}}{dt}=-\frac{Q_{it}-Q_{it}^{eq}(\psi_s)}{\tau}.$$

For signals proportional to $e^{i\omega t}$, use $\delta Q_{it}^{eq}=-C_{it}\,\delta\psi_s$ and collect terms in $\delta Q_{it}$:

$$\delta Q_{it}=-\frac{C_{it}}{1+i\omega\tau}\,\delta\psi_s .$$

The branch behind the dielectric is now $C_s+C_{it}/(1+i\omega\tau)$. Put it in series with $C_{ox}$ and multiply numerator and denominator by $1+i\omega\tau$:

$$\frac{\delta Q_G}{\delta V_G}=\frac{C_{ox}\,[\,C_s+C_{it}+i\omega\tau C_s\,]}{C_{ox}+C_s+C_{it}+i\omega\tau(C_{ox}+C_s)} .$$

Divide both by $C_{ox}+C_s+C_{it}$ and define

$$\tau'=\tau\,\frac{C_{ox}+C_s}{C_{ox}+C_s+C_{it}} .$$

The first part of the numerator becomes $C_{LF}$. Since $C_{ox}C_s=(C_{ox}+C_s)C_{HF}$, the second becomes $i\omega\tau'C_{HF}$. Thus

$$\frac{\delta Q_G}{\delta V_G}=\frac{C_{LF}+i\omega\tau'C_{HF}}{1+i\omega\tau'}=C_{HF}+\frac{C_{LF}-C_{HF}}{1+i\omega\tau'} .$$

The real part is the measured parallel capacitance:

$$C(\omega)=C_{HF}+\frac{C_{LF}-C_{HF}}{1+\omega^2\tau'^2} .$$

So "high" means $\omega\tau'\gg1$ and "low" means $\omega\tau'\ll1$.

**Q.** Put numbers on "much greater".

**A.** Choose $\tau=10\ \mu$s at the worked bias, which gives $\tau'=9.20\ \mu$s. At 100 kHz, $\omega\tau'=5.78$ and

$$C=0.1493+\frac{0.1459}{1+5.78^2}=0.1535\ \mu\text{F/cm}^2 .$$

A time-domain simulation of the nonlinear model gives the same value. Used as $C_{HF}$, it yields 97.3% of the true $C_{it}$. At 1 MHz the yield is 99.97%, but at 10 kHz it is 27%. Traps that still respond to the "high" frequency are subtracted along with the semiconductor, so the result is too small. A "low" frequency that is not low enough errs in the same direction, because it lowers the first term. These percentages hold for a single $\tau$ at each bias. A continuum of trap levels has a spread of times even with one capture coefficient, because levels within a few $kT$ of $E_F$ relax at different rates. Its response dies out more slowly with frequency, so the "high" frequency must then be higher than this estimate suggests. The value of 10 $\mu$s is only an illustration. In depletion the traps exchange charge with majority carriers, at a rate set by their surface density. At the worked bias that density is $10^{10}e^{0.0645/0.02585}\approx1.2\times10^{11}$ cm$^{-3}$, and a cross-section of $10^{-15}$ cm$^2$ with a thermal velocity of $10^7$ cm/s gives about 0.8 ms, far slower than 10 $\mu$s. Towards the majority band edge the traps become fast, and the "high" frequency is the hard one to reach. Above midgap the traps exchange with minority carriers, which in a capacitor without source or drain are supplied only by generation. The response at the terminals can then take seconds, and the "low" frequency is the hard one. Both frequencies must therefore be judged anew at each bias.

**Q.** And if the instrument is right but the calibration is slightly off? I would worry about $C_{ox}$ most.

**A.** In depletion, worry more about the measured capacitances. Let $X=C\,C_{ox}/(C_{ox}-C)$ be the capacitance behind the dielectric. Differentiation gives

$$\frac{\partial X}{\partial C_{ox}}=-\frac{C^2}{(C_{ox}-C)^2}=-\frac{X^2}{C_{ox}^2},\qquad \frac{\partial X}{\partial C}=\frac{C_{ox}^2}{(C_{ox}-C)^2}=\left(1+\frac X{C_{ox}}\right)^2 .$$

For an error in $C_{ox}$, subtract the first derivative at $X=C_s$ from that at $X=C_s+C_{it}$. The difference of squares is $C_{it}(2C_s+C_{it})$, so to first order

$$\frac{\delta C_{it}}{C_{it}}=-\frac{2C_s+C_{it}}{C_{ox}}\,\frac{\delta C_{ox}}{C_{ox}} .$$

The prefactor is $(0.347+0.162)/1.968=0.26$. A $C_{ox}$ that is 1% too large lowers $D_{it}$ by about 0.26%, so the large capacitance of this stack helps. In accumulation $C_s$ grows large and so does this error, but the error from a fault in only one of the measured capacitances grows faster still.

An error in $C_{LF}$ alone gives

$$\delta C_{it}=\left(1+\frac{C_s+C_{it}}{C_{ox}}\right)^2\delta C_{LF}.$$

A 1% excess in $C_{LF}$ raises $D_{it}$ by 2.2%. With fewer traps the same error weighs more: $C_{LF}$ approaches $C_{HF}$, and a fixed absolute error is compared with an ever smaller $C_{it}$. That sets the smallest density the method can resolve. The numerical output below gives the remaining values of the example.

## Table of computed values

```
kT/q = 0.02585 V, phi_F = 0.4167 V at T = 300 K
C_ox = 1.9676 uF/cm^2
Sweep: V_G, psi_s in V; E_F in eV from midgap; C in uF/cm^2;
D in 1e12 cm^-2 eV^-1 (extracted, thermal average, at E_F)
  V_G   psi_s     E_F    C_LF    C_HF  D_extr   D_avg    D_EF
  0.2  0.1895 -0.2272  0.4619  0.2042   2.345   2.345   2.290
  0.4  0.3522 -0.0645  0.2951  0.1493   1.159   1.159   1.104
  0.6  0.5238  0.1071  0.2941  0.1226   1.342   1.342   1.287
  0.8  0.6871  0.2704  0.4454  0.1073   2.885   2.883   2.828
  1.0  0.8309  0.4142  0.6813  0.0977   5.863   5.296   5.290
  1.2  0.9321  0.5154  1.3071  0.0924  23.697   5.743   7.641
At 1.2 V: C_n = 2.8765, true C_it = 0.9202 uF/cm^2
Worked bias V_G = 0.4 V
C_LF = 0.29513 uF/cm^2, C_HF = 0.14926 uF/cm^2
C_LF - C_HF = 0.14587 uF/cm^2
1 - C_LF/C_ox = 0.85000, 1 - C_HF/C_ox = 0.92414
C_s + C_it = 0.34721 uF/cm^2, C_s = 0.16151 uF/cm^2
C_it = 0.18570 uF/cm^2
D_it extracted = 1.1591e+12 cm^-2 eV^-1
D_it extracted = 7.2343e+30 cm^-2 J^-1
D_it put in at E_F = 1.1041e+12 cm^-2 eV^-1
Thermal correction = 5.4968e+10 cm^-2 eV^-1
Q_s: Poisson -0.10540, formula -0.10540 uC/cm^2
psi_s change 0.2 to 0.8 V: integral 0.49757 V, direct 0.49757 V
C_ox 1% too large: D_it changes by -0.255 %
C_LF 1% too large: D_it changes by 2.204 %
tau = 10.0 us, tau' = 9.198 us
C at 100 kHz: time-domain 0.15350, formula 0.15350 uF/cm^2
'High' frequency 10 kHz: C = 0.25861 uF/cm^2, extracted/true D_it = 0.2664
'High' frequency 100 kHz: C = 0.15350 uF/cm^2, extracted/true D_it = 0.9732
'High' frequency 1000 kHz: C = 0.14930 uF/cm^2, extracted/true D_it = 0.9997
```
